\section*{Null-Event Sampling and the Exponential Residence Time}

\section{886 trials for 144 hops}

A model copper atom crosses a 3 nm film by hopping between 12 sites. A rejection-free simulation needs 144 hops per crossing on average. A null-event simulation of the same atom needs 886 trials, of which about 742 do nothing. Yet the simulated mean crossing times are 42.35 ms and 42.38 ms, with a standard error of 0.26 ms each. The second method draws its waiting times at one fixed rate, whether the atom sits on a fast site or in a deep trap. Why does it give the right time, and does it give the right fluctuations too?

\section{The two procedures}

Let a system in state $s$ undergo event $i$ with rate $r_i(s)$. The rates are constant in time as long as the state does not change, and they do not depend on how the state was reached. Their sum is $R(s)=\sum_i r_i(s)$. While one state is considered, the argument $s$ is dropped, and $R>0$ is assumed.

The probability $S(t)$ that nothing has happened by time $t$ after arrival loses a fraction $R\,dt$ in each interval $dt$. Hence $dS/dt=-RS$ with $S(0)=1$, so $S=e^{-Rt}$. Event $i$ occurs first, and in $dt$ at $t$, if the state survives to $t$ and event $i$ then happens:
\begin{equation}
\Pr(i,\;T\in dt)=r_i\,e^{-Rt}\,dt=\frac{r_i}{R}\;R\,e^{-Rt}\,dt .
\label{rf}
\end{equation}
The residence time $T$ is exponential with mean $1/R$, the event is chosen with probability $r_i/R$, and the two are independent. Rejection-free sampling draws them in this way.

Null-event sampling uses one constant $\Lambda$ with
\begin{equation}
\Lambda\ \ge\ R(s)\quad\text{for every state that can be reached.}
\label{bound}
\end{equation}
Each trial advances the clock by an exponential wait of mean $1/\Lambda$. Then event $i$ is performed with probability $r_i/\Lambda$. With the remaining probability $1-R/\Lambda$ the state is left as it is; this is a null event, and its wait still counts. The waits are independent of each other and of the choices.

The claim is that both procedures give the same probability law for the physical path, meaning the sequence of states with their residence times. It concerns distributions. Two runs fed with the same random numbers will in general follow different paths.

\section{One residence}

Write $p=R/\Lambda$ and $q=1-p$. The trials are independent and $p$ is the same in each, because the state does not change during null events. The probability that trial $n$ is the first accepted one and performs event $i$ is therefore
\begin{equation}
\Pr(i,\;N=n)=q^{\,n-1}\,\frac{r_i}{\Lambda}=\frac{r_i}{R}\;p\,q^{\,n-1},\qquad n=1,2,\dots
\label{geo}
\end{equation}
The number of trials $N$ is geometric, and it is independent of the event.

Next we need the density $f_n(t)$ of the sum of $n$ waits. For one wait, $f_1=\Lambda e^{-\Lambda t}$. Suppose that
\begin{equation}
f_n(t)=\frac{\Lambda^n t^{n-1}}{(n-1)!}\,e^{-\Lambda t}.
\label{erl}
\end{equation}
If the first $n$ waits end at time $u$, the next one must last $t-u$, so
\begin{align}
f_{n+1}(t)&=\int_0^t f_n(u)\,\Lambda e^{-\Lambda(t-u)}\,du\notag\\
&=\frac{\Lambda^{n+1}e^{-\Lambda t}}{(n-1)!}\int_0^t u^{n-1}du
=\frac{\Lambda^{n+1}t^{n}}{n!}\,e^{-\Lambda t}.
\end{align}
The factors $e^{-\Lambda u}$ and $e^{+\Lambda u}$ cancelled in the integrand. The result is \eqref{erl} with $n$ replaced by $n+1$, and the induction is complete.

Since the waits are independent of the choices, the joint law of event, trial number and residence time is the product of \eqref{geo} and \eqref{erl}:
\begin{equation}
\Pr(i,N=n,T\in dt)=\frac{r_i}{\Lambda}\,q^{n-1}\,
\frac{\Lambda^n t^{n-1}}{(n-1)!}\,e^{-\Lambda t}dt
=r_i\,e^{-\Lambda t}\,\frac{(q\Lambda t)^{n-1}}{(n-1)!}\,dt .
\label{joint}
\end{equation}
One factor $\Lambda$ cancelled the denominator, and the other $n-1$ joined the powers of $q$. Now $q\Lambda=\Lambda-R$. Summing over $n$ gives the exponential series:
\begin{equation}
\Pr(i,\;T\in dt)=r_i\,e^{-\Lambda t}\,e^{(\Lambda-R)t}\,dt=r_i\,e^{-Rt}\,dt .
\label{result}
\end{equation}
This is \eqref{rf}. The bound has dropped out, and the independence of event and time has been recovered with it.

The summation was tested for a trap site of the example below, where $p=0.0318$. At five times between 0.1 and 5 mean residences, the geometric mixture of survival probabilities differed from $e^{-Rt}$ by at most $1.7\times10^{-15}$.

\section{What the null events know}

Equation \eqref{joint} can also be split without summing. Insert $e^{-\Lambda t}=e^{-Rt}e^{-(\Lambda-R)t}$ and let $m=n-1$ be the number of null events:
\begin{equation}
\Pr(i,m,T\in dt)=\frac{r_i}{R}\;\cdot\;R\,e^{-Rt}dt\;\cdot\;
\frac{[(\Lambda-R)t]^m}{m!}\,e^{-(\Lambda-R)t}.
\label{split}
\end{equation}
The last factor is a Poisson distribution with mean $(\Lambda-R)t$. If $\Lambda>R$, a long residence contains on average more null events than a short one, so $N$ and $T$ are correlated. But once the state and its residence time are given, the number of null events says nothing about which event ends the residence.

Two limits show how the method works. For $R=\Lambda$ there are no null events, and one wait of mean $1/\Lambda$ is already the residence time. For $R\ll\Lambda$ a residence consists on average of $\Lambda/R$ short waits. A sum of a fixed large number of waits would have a small relative spread. The exponential spread must then come from the randomness of $N$, as the variances below confirm.

\section{Whole paths}

After an accepted event the next trial uses fresh random numbers, so the residences multiply. One piece is still missing: observation usually stops in the middle of a residence. Let the last state have been occupied for a time $u$ without an event. For $n\ge1$, exactly $n$ waits have ended by then if the $n$th ends at some $v<u$ and the next lasts longer than $u-v$:
\begin{equation}
\int_0^u f_n(v)\,e^{-\Lambda(u-v)}dv
=\frac{\Lambda^n e^{-\Lambda u}}{(n-1)!}\int_0^u v^{n-1}dv
=\frac{(\Lambda u)^n}{n!}\,e^{-\Lambda u}.
\label{pois}
\end{equation}
For $n=0$ the probability is $e^{-\Lambda u}$, which fits the same formula. All $n$ trials must have been null, so the state survives with probability
\begin{equation}
\sum_{n=0}^{\infty}\frac{(\Lambda u)^n}{n!}\,e^{-\Lambda u}q^n
=e^{-\Lambda u(1-q)}=e^{-Ru}.
\end{equation}
A path that spends times $t_0,\dots,t_{M-1}$ in states $s_0,\dots,s_{M-1}$, leaves them by events $i_0,\dots,i_{M-1}$, and is then seen for a time $u$ in $s_M$ has the density
\begin{equation}
\left[\prod_{j=0}^{M-1} r_{i_j}(s_j)\,e^{-R(s_j)t_j}\right]e^{-R(s_M)u}
\end{equation}
in both procedures. Every physical average over paths therefore agrees, including variances, time correlations and first-passage distributions. A state with $R=0$ fits in as well: there $q=1$, all trials are null, and the state is never left.

The same result has a matrix form. Let $Q_{ss'}$ be the rate from $s$ to $s'\ne s$, and $Q_{ss}=-R(s)$. One trial moves the state with the matrix $P=1+Q/\Lambda$. Its rows sum to one, and its diagonal elements $1-R(s)/\Lambda$ are non-negative because of \eqref{bound}. Since $Q=\Lambda(P-1)$ and the unit matrix commutes with $P$,
\begin{equation}
e^{Qt}=e^{-\Lambda t}e^{\Lambda tP}
=\sum_{n=0}^{\infty}\frac{(\Lambda t)^n}{n!}\,e^{-\Lambda t}\,P^n .
\label{unif}
\end{equation}
The left side holds the transition probabilities of the physical process. The right side averages over the Poisson number of trials. For the film below, with $t$ equal to the mean crossing time, the occupation probabilities from this sum agreed with the direct matrix exponential to $1.6\times10^{-12}$, both for the bound used in the simulation and for three times that bound.

\section{The copper atom in the film}

The sites $i=0,\dots,n-1$, with $n=12$, are spaced by 0.25 nm. From site $i$ the atom hops to each neighbour with rate $k_i=\nu e^{-E_i/k_BT}$, where $\nu=10^{13}\,\mathrm{s^{-1}}$. The barrier is $E_i=1.2$ eV, except at the two traps $i=4$ and $i=8$, where it is 1.4 eV. The atom starts at site 0, from which it cannot return to the copper, and it is removed when it hops to the right from the last site. At 673.15 K, written as 673 K elsewhere, $k_BT=0.05801$ eV, and the rates per direction are $k=1.037\times10^4\,\mathrm{s^{-1}}$ for normal sites and $k_t=329.9\,\mathrm{s^{-1}}$ for traps. The largest total rate is that of a normal interior site, so we take $\Lambda=2k=2.074\times10^4\,\mathrm{s^{-1}}$.

In a trap $p=k_t/k=0.0318$. A residence there takes $1/p=31.4$ trials on average and lasts $1/(2k_t)=1.516$ ms. The null-event simulation gave 31.4 trials and 1.511 ms.

The mean crossing time follows from counting hops. Let $\tau_i$ be the mean total time spent at site $i$. Hops from $i$ to the right occur at rate $k_i$ while the atom is there, so their mean number is $k_i\tau_i$; the same holds for hops to the left when $i>0$. The atom must cross each link once more to the right than to the left:
\begin{equation}
k_i\tau_i-k_{i+1}\tau_{i+1}=1\quad(i<n-1),\qquad k_{n-1}\tau_{n-1}=1 .
\end{equation}
Working back from the last site gives $k_i\tau_i=n-i$, and hence
\begin{equation}
E(T)=\sum_{i=0}^{n-1}\frac{n-i}{k_i}.
\label{mfpt}
\end{equation}
The weights $n-i$ add up to 78. The traps have weights 8 and 4, which leaves 66 for the normal sites:
\begin{equation}
E(T)=\frac{66}{1.037\times10^4\,\mathrm{s^{-1}}}+\frac{12}{329.9\,\mathrm{s^{-1}}}
=6.36\ \mathrm{ms}+36.37\ \mathrm{ms}\approx42.74\ \mathrm{ms}.
\end{equation}
The sum was formed before rounding. The two traps account for 85\% of the time.

The mean number of hops is $n-i$ to the right from each site and as many to the left, except that site 0 has no left hop: $2\times78-12=144=n^2$. It does not depend on the trap depth.

The mean number of trials in a residence is $\Lambda/R$ and its mean duration is $1/R$. Their ratio is $\Lambda$ in every state, so for the whole crossing
\begin{equation}
E(N)=\Lambda\,E(T)=2.074\times10^4\,\mathrm{s^{-1}}\times0.04274\ \mathrm{s}=886 .
\label{cost}
\end{equation}
We can see where these trials go. The 108 hops from normal interior sites need one trial each. The 12 hops from site 0, where the total rate is $k=\Lambda/2$, need two each. The 24 hops from traps need 31.43 each. The sum is $108+24+754=886$. The null events of the opening are thus 730 in the traps and 12 at site 0. Their waits supply 97\% of the time that the atom spends in the traps, and half of its time at site 0.

With 20\,000 simulated atoms per method, the null-event and rejection-free mean times lie about 1.4 and 1.5 standard errors below the exact 42.74 ms. The exact standard deviation is 36.8 ms; null-event sampling gave 36.0 ms and rejection-free sampling 36.3 ms, each with a standard error of about 1\%, so they lie about 2 and 1.3 standard errors low. A broader comparison uses the full cumulative distribution of crossing times. Its largest deviation from the exact curve was 0.0047 for null-event and 0.0091 for rejection-free sampling, where the test allowed 0.0156, a lenient limit that chance would exceed about once in $10^4$ runs; both values are also below the usual 5\% limit, 0.0096.

\section{Three changes that break the result}

\textbf{A fixed time step.} Suppose each trial advances the clock by exactly $1/\Lambda$. The moments of $N$ follow from differentiating the geometric series once and twice:
\begin{align}
E(N)&=p\sum_{n}nq^{n-1}=\frac{p}{(1-q)^2}=\frac1p,\\
E[N(N-1)]&=pq\sum_n n(n-1)q^{n-2}=\frac{2pq}{(1-q)^3}=\frac{2q}{p^2},\\
\mathrm{Var}(N)&=\frac{2q}{p^2}+\frac1p-\frac1{p^2}=\frac{2q+p-1}{p^2}=\frac{q}{p^2}.
\end{align}
The mean residence time $1/(p\Lambda)=1/R$ is right, but the variance is $q/(p\Lambda)^2=(1-p)/R^2$ instead of $1/R^2$. In a trap the standard deviation is $\sqrt{1-0.0318}=0.984$ of the true one. At a normal interior site $p=1$, and the residence time does not fluctuate at all. This also settles the limit $R\ll\Lambda$: for small $p$ nearly all of the variance comes from $N$.

For a crossing, fix the outcomes of all trials. The waits are independent of them, so $T$ then has mean $N/\Lambda$ and variance $N/\Lambda^2$. Adding the variance of the conditional mean to the mean of the conditional variance, and using \eqref{cost}, we get
\begin{equation}
\mathrm{Var}(T)=\frac{\mathrm{Var}(N)}{\Lambda^2}+\frac{E(T)}{\Lambda}.
\end{equation}
The fixed step loses the last term. Here that lowers the standard deviation of the crossing time by only 0.076\%, far too little to be seen with 20\,000 atoms. A fixed step can thus be harmless for a slow passage of many trials and quite wrong for the statistics of single hops.

\textbf{Skipped null waits.} If the clock advances only on accepted events, every residence has mean $1/\Lambda$, and the traps look as fast as normal sites. The mean crossing time becomes $144/\Lambda=6.94$ ms, too short by a factor of 6.2.

\textbf{A bound that is too low.} Take a normal interior site, with two hops of rate $k$ each, but set the bound to $1.5k$, which is 0.75 of the total rate. Let the event be picked by drawing a number uniformly between 0 and $1.5k$. The first hop in the list owns the interval from 0 to $k$, and the second is left with $k$ to $1.5k$. No trial is null, so the site is left at rate $1.5k$ and the mean residence is $4/3$ of the true one. The second hop gets a share $0.5/1.5=1/3$ instead of $1/2$. A simulation gave 1.34 and 0.337. The atom leaves such a site too slowly, and it also acquires a drift there that depends on the order of the list. In \eqref{unif} the same fault appears as a negative diagonal element of $P$, which cannot be a probability.

\section{The price of a constant bound}

A bound above the largest total rate does no harm to the statistics, but by \eqref{cost} the number of trials grows in proportion to it. What is gained is that $R(s)$ need not be known. Suppose a lattice has $K$ listed processes, each with a rate at most $b$; a process that is impossible in the present state has rate zero. Set $\Lambda=Kb$, pick one process at random, and accept it with probability $r_i/b$. Its probability per trial is
\begin{equation}
\frac1K\cdot\frac{r_i}{b}=\frac{r_i}{\Lambda},
\end{equation}
as required. One rate is evaluated per trial, and no sum over the lattice is kept.

In this film the price rises on cooling. With barriers and attempt frequency held fixed, the trials per trap residence number $k/k_t=e^{(0.2\,\mathrm{eV})/k_BT}$. At 378.15 K the mean crossing takes 64 days of model time and $1.12\times10^4$ trials, while the mean number of hops is still 144. That is 78 trials per hop, against 6.2 at 673 K.

\section{The model beside a real barrier film}

The parameters are round values chosen for illustration, not fitted to a measured film. The situation in mind is copper in the grain boundaries of a thin nitride diffusion barrier in chip wiring during an anneal near 400 $^\circ$C. The result is sensitive to the hop barriers: raising all of them by 0.1 eV lengthens the crossing by a factor of 5.6. The 43 ms belong to one atom already inside a boundary and barred from going back. They are not the lifetime of a film, which also depends on how many atoms enter and on how much copper does damage.

Real copper contacts do let atoms return. If site 0 may also hop back at rate $k$, let $h_i$ be the probability of crossing before returning. Left and right hops are equally likely at every site, so $h_i=(h_{i-1}+h_{i+1})/2$, and $h$ is a straight line from $h_{-1}=0$ to $h_n=1$. Hence $h_0=1/(n+1)=1/13=0.077$: in this model about one entering atom in thirteen gets through.

Real boundaries are also disordered. A Gaussian spread of 0.05 eV in the hop barriers, with the escape from each site still equal in both directions, multiplies the mean crossing time by 1.45 when averaged over many such boundaries; this average is pulled up by rare deep sites. The median boundary is slowed by a factor of only about 1.2, and more than a third of the boundaries are crossed faster than the ordered chain. It also bears on the sampling. An interior site with a barrier 0.05 eV below the normal one has a total rate 2.4 times the bound used here, so $\Lambda$ would have to be at least the largest total rate actually present.

Many atoms at once would block each other, first in the traps. In equilibrium, with at most one atom per site and no other interaction, the ratio of filled to empty is $e^{(0.2\,\mathrm{eV})/k_BT}=31.4$ times larger in a trap than on a normal site. A normal occupancy of 0.001 then means a trap occupancy of 0.03, so about 3\% of the attempted hops into a trap are blocked. At a normal occupancy near 0.03 the traps are half full, and about half of these attempts are blocked.

Some further effects can be estimated at 673 K. An anneal 5 K cooler lengthens the crossing by 19\%. In an insulating film, a field of 0.1 MV/cm towards the far side, acting in full on a charge of $+1$ with the saddle midway between sites, would shorten it by 13\% (12\% to 15\% for other saddle positions); a conducting nitride such as TiN cannot sustain such a field. The leading tunnelling correction, with the saddle frequency taken equal to $\nu$, would by itself raise the hop rates by about 2\%, and by about 7\% at 378 K; quantum effects on the vibration within a site are not included. If an atom loses the memory of its last hop in about 1 ps, an assumed value, this time is only about $2\times10^{-8}$ of the shortest mean residence, so constant rates describe nearly all of a typical residence. Immediate further hops by an atom still excited from the last one are left out of the model. The other effects change the rates or the list of events. Within any such model that keeps constant rates between events and a valid bound, the two sampling methods still agree in distribution. The values quoted here are taken from the numerical output or follow from the formulas above.

\section*{Table of computed values}
\begin{verbatim}
Number of sites: 12
Site spacing: 0.25 nm
Film thickness: 3 nm
Attempt frequency: 1.0e+13 1/s
Normal hop barrier: 1.2 eV
Trap hop barrier: 1.4 eV
Trap sites (counted from 0): 4 8
Anneal temperature: 673.15 K
Thermal energy kT: 0.05801 eV
Normal hop rate per direction: 1.037e+04 1/s
Trap hop rate per direction: 329.9 1/s
Rate bound: 2.074e+04 1/s
Trap acceptance probability: 0.03181
Trap mean trials, exact: 31.43
Trap mean trials, simulated: 31.38
Trap mean residence, exact: 1.516 ms
Trap mean residence, simulated: 1.511 ms
Largest error of geometric mixture: 1.7e-15
Largest error of path-law sum: 1.6e-12
Fixed step: trap std / exponential std: 0.984
Low bound / true total rate: 0.75
Low bound: residence / true mean: 1.344
Low bound: share of second hop (true 0.5): 0.3365
Mean crossing time, exact: 42.74 ms
Mean crossing time, null-event: 42.38 ms
Mean crossing time, rejection-free: 42.35 ms
Standard error of simulated means: 0.26 ms
Crossing std, exact: 36.77 ms
Crossing std, null-event: 36.04 ms
Crossing std, rejection-free: 36.31 ms
Crossing std loss with fixed step: 0.076 %
Walkers per simulation: 20000
KS distance null-event to exact: 0.0047
KS distance rejection-free to exact: 0.0091
KS distance between simulations: 0.0069
KS limit used, one sample: 0.0156
Mean trials per crossing, exact: 886.4
Mean trials per crossing, simulated: 879.4
Mean hops per crossing, exact: 144
Mean hops per crossing, simulated: 142.8
Crossing time if null waits are skipped: 6.943 ms
Time factor, barriers 0.1 eV higher: 5.606
Time factor, 0.05 eV Gaussian disorder: 1.45
Total rate / bound, site 0.05 eV lower: 2.368
Crossing probability if return is open: 0.07692
Trap occupancy at normal occupancy 0.001: 0.0305
Time factor, charge +1 in 0.1 MV/cm: 0.8651
Time factor, 5 K cooler: 1.193
Temperature of use: 378.15 K
Mean crossing time at use: 64.01 days
Mean trials per crossing at use: 1.124e+04
Tunnelling rate correction, anneal: 2.1 %
Tunnelling rate correction, use: 6.7 %
Bound times 1 ps thermalisation: 2.1e-08
\end{verbatim}
